Electrode-Potential Shift of a Lithium-Silicon Film Under Equibiaxial Stress

**Problem**

An amorphous lithium-silicon film is one electrode of a cell. The other electrode is lithium metal, free of stress. The film is bonded to a stiff substrate and carries a uniform equibiaxial stress s in its plane, counted positive in tension and defined as force per actual (deformed) area. Its outer face is free of traction. The partial molar volume of lithium in the film is Ω = 8.9 cm³/mol.

(a) Find how the open-circuit potential of the film changes when s goes from zero to +1 GPa, and to −1 GPa, at fixed composition and temperature.

(b) Estimate the error made by keeping only the term linear in stress. Take one lithium per silicon, a silicon molar volume of 12 cm³/mol, a Young modulus of 90 GPa that falls by 13 GPa per added lithium per silicon, and a Poisson ratio of 0.25. These are rough typical values.

**Hints**

1. The open-circuit potential measures a difference of chemical potentials. Write the cell reaction and equate the electrical work to the loss of free energy.

2. Lithium moves through the film, while the silicon network stays. Treat a block with a fixed amount of silicon, whose free energy depends on its lithium content and its three edge lengths.

3. If lithium is added while the edges are held, the stress-free lengths grow but the actual lengths do not. What happens to the elastic strain?

4. An equibiaxial stress has two equal principal components and one that is zero. Which combination of the three does isotropic swelling select?

5. For part (b), look for terms of order s². They do not change sign with the stress.

**Solution**

*From potential to chemical potential*

Let E be the potential of the film minus that of the lithium metal. The cell reaction is

Li (metal) → Li (film),

with one electron per atom passing through the outer circuit. When dn moles are transferred reversibly, the charge F dn delivers the electrical work F E dn, where F is the Faraday constant. At fixed temperature and loads this work equals the loss of free energy:

F E dn = (μ_metal − μ) dn,

where μ is the chemical potential of lithium in the film. The metal is free of stress in both situations compared, so μ_metal cancels in the difference:

ΔE = −Δμ/F.  (1)

A stress that makes lithium more stable in the film lowers μ and raises E.

*Free energy of a stressed block*

Take a rectangular block of film containing one mole of silicon and x moles of lithium. Its stress-free volume is V(x), and by definition of the partial molar volume

dV/dx = Ω.

The actual edge lengths are l₁, l₂, l₃, with edges 1 and 2 in the plane of the film. Let g_i(x) be the logarithm of the stress-free length of edge i. The elastic strain is the logarithmic difference

ε_i = ln l_i − g_i(x).

Swelling is assumed isotropic: each edge takes one third of the relative volume increase. Since the logarithm of V is the sum of the three g_i up to a constant,

dg_i/dx = (1/3) d(ln V)/dx = Ω/(3V).  (2)

With w the elastic energy per unit stress-free volume, the Helmholtz free energy of the block is

A = A₀(x) + V(x) w(ε₁, ε₂, ε₃, x).

A₀ holds everything that does not depend on stress, including the chemical bonding and the mixing entropy.

The stress follows from the work of stretching an edge. The force on the face normal to edge 1 is ∂A/∂l₁, and the area of that face is l₂l₃. Hence

σ₁ = (1/(l₂l₃)) ∂A/∂l₁ = (1/(l₁l₂l₃)) ∂A/∂(ln l₁).

At fixed x a change of ln l₁ is an equal change of ε₁, so the last derivative is V ∂w/∂ε₁. Writing J = l₁l₂l₃/V for the ratio of actual to stress-free volume, and repeating the argument for the other edges,

∂w/∂ε_i = J σ_i.  (3)

*Adding lithium at fixed edge lengths*

The chemical potential is the derivative of A with respect to x at fixed l_i. The variable x enters through A₀, through V, through the elastic moduli in w, and through the strains. At fixed lengths, equation (2) gives

∂ε_i/∂x = −dg_i/dx = −Ω/(3V).

The product and chain rules then give

μ = dA₀/dx + Ω w + V (∂w/∂x)_ε + V Σ_i (∂w/∂ε_i)(−Ω/(3V)).

Inserting (3) in the last term cancels the factor V:

μ = dA₀/dx − (Ω/3) J (σ₁ + σ₂ + σ₃) + Ω w + V (∂w/∂x)_ε.  (4)

The energy w is quadratic in stress to leading order, and so is its derivative at fixed strain. The factor J differs from one by a term linear in stress. To first order, therefore,

Δμ = −(Ω/3)(σ₁ + σ₂ + σ₃).  (5)

This is the Larché-Cahn relation for an isotropically swelling solid, to leading order in stress. The total swelling since the film was pure silicon need not be small. Only the next increment of lithium, measured from the present stress-free state, enters the derivation.

*Does the substrate matter?*

The derivative was taken with all three edge lengths fixed. A substrate fixes only the two in-plane lengths, while the thickness can change freely. To see whether this matters, consider first a block with no edge fixed. A free block loaded by constant forces P_i swells when lithium enters, and the loads do work. Its potential energy includes the loads:

G = A − Σ_i P_i l_i.

Let the lengths adjust to equilibrium as x changes. Then

dG/dx = (∂A/∂x)_l + Σ_i (∂A/∂l_i − P_i) dl_i/dx.

Mechanical equilibrium means ∂A/∂l_i = P_i, so every bracket vanishes and

dG/dx = (∂A/∂x)_l = μ.

The same step for edge 3 alone, with P₃ = 0, covers the film on its substrate. All these situations have the same chemical potential when they are in the same state of stress and composition. The substrate matters because it sets the stress, not because it adds a separate term.

The loaded block also gives the physical reading of (5). In tension, an entering lithium atom helps the block to extend in the direction in which the loads pull. The loads do work, which lowers the free-energy cost of adding lithium, and lithium is more stable than without stress. In compression the atom must push the loads back, and lithium is less stable.

*The equibiaxial case*

Here σ₁ = σ₂ = s and σ₃ = 0. The sum of the three is 2s, so (5) becomes

Δμ = −2Ωs/3,

and equation (1) gives

ΔE = +2Ωs/(3F).  (6)

The factor 2/3 arises because only two of the three swelling directions work against a stress. Two other loadings of the same magnitude fix the scale. Uniaxial tension has the sum s and gives half of (6). Hydrostatic tension has the sum 3s and gives three halves of (6). For a hydrostatic pressure p, each σ_i is −p and (5) reduces to Δμ = Ωp, the usual pressure dependence of a chemical potential at leading order.

*Numbers for part (a)*

A convenient unit identity is 1 GPa·cm³ = 10⁹ Pa × 10⁻⁶ m³ = 1 kJ. For s = +1 GPa the mean stress is 2s/3 = 0.6667 GPa, and

Δμ = −8.9 cm³/mol × 0.6667 GPa = −5.933 kJ/mol.

Dividing by F = 96485 C/mol and changing the sign,

ΔE = 5933 J/mol / 96485 C/mol = +0.0615 V = +61.5 mV.

For s = −1 GPa the shift is −61.5 mV. **The potential rises by 61.5 mV in tension and falls by 61.5 mV in compression.**

Since Ω is given to two figures, the last digit of 61.5 mV has no physical weight. It is kept for comparison with the small terms of part (b). Uniaxial and hydrostatic tension of 1 GPa would give +30.7 mV and +92.2 mV.

*The second-order terms for part (b)*

Return to (4) and keep terms of order s². Let Y be the Young modulus at the present composition, Y′ = dY/dx, and ν the Poisson ratio, taken as independent of x. Linear isotropic elasticity with a free outer face gives

ε₁ = ε₂ = (1 − ν)s/Y,

ε₃ = −2νs/Y.

The elastic energy density is half the sum of stress times strain. The third direction carries no stress, so

w = (1/2)(2 s ε₁) = (1 − ν)s²/Y.

The elastic volume ratio is, to first order,

J = 1 + ε₁ + ε₂ + ε₃ = 1 + 2(1 − 2ν)s/Y.

The part of the stress term in (4) that is second order is therefore

−(Ω/3)(2s) × 2(1 − 2ν)s/Y = −(4/3)(1 − 2ν)Ωs²/Y.

Adding Ωw collects the terms proportional to Ω:

(Ωs²/Y)[(1 − ν) − (4/3)(1 − 2ν)]

= (Ωs²/Y)(3 − 3ν − 4 + 8ν)/3

= (Ωs²/Y)(5ν − 1)/3.

The last term of (4) describes the change of stiffness with lithium content. At fixed strain and fixed ν, w is proportional to Y, so

(∂w/∂x)_ε = w Y′/Y = (1 − ν)s²Y′/Y².

The complete second-order shift is

Δμ₂ = (s²/Y)[Ω(5ν − 1)/3 + V(1 − ν)Y′/Y].  (7)

At x = 1 the inputs give

V = 12 + 8.9 = 20.9 cm³/mol,

Y = 90 − 13 = 77 GPa.

The first part of (7), with (5ν − 1)/3 = 0.0833, is

(1/77) × 8.9 × 0.0833 = +0.0096 kJ/mol,

which shifts the potential by −0.10 mV. The second part is

(1/77) × 20.9 × 0.75 × (−13/77) = −0.034 kJ/mol,

which shifts it by +0.36 mV. The sum is +0.26 mV for either sign of s, about 0.4 % of the linear shift. This value holds for s taken as force per actual area; if s were force per stress-free area, the sum would be about +0.06 mV. It is also sensitive to the modulus: with Y = 40 GPa at x = 1 and the same slope, (7) gives about +1.1 mV, just under 2 % of the linear shift. Finally, it relies on a constant Poisson ratio. If ν changed by 0.05 per added lithium per silicon, the sum would lie between about 0.1 and 0.4 mV, depending on the sign of the change, which is still far below the linear shift.

The first part is small because the energy of the added volume and the elastic volume change nearly cancel at ν = 0.25; they cancel completely at ν = 0.2. The second part lowers μ, and so raises the potential, because lithium softens the network. At a given strain, a softer network stores less energy, which favours lithium whether the film is stretched or compressed.

As a test of both orders, the energy of the block was differentiated numerically at ±1 GPa, with w quadratic in the logarithmic strains. The shifts were +61.75 mV in tension and −61.24 mV in compression. Half their sum is +0.256 mV, in agreement with (7). Further numbers are in the numerical output.

*Use with a real electrode*

Amorphous silicon films are studied as battery electrodes, and stresses of the order of 1 GPa are typical when they are lithiated on a stiff substrate. The stress used here is of that order. The linear elastic strain in the plane is s(1 − ν)/Y = 0.97 %, which supports the expansion in stress.

An operating cell carries a current, so its measured potential differs from the open-circuit potential. For symmetric Butler-Volmer kinetics the current i and the overpotential η obey

i = i₀[exp(Fη/2RT) − exp(−Fη/2RT)] = 2i₀ sinh(Fη/2RT).

If i equals the exchange current i₀, then

η = (2RT/F) arcsinh(1/2) = 24.7 mV

at 298.15 K, where RT/F = 25.7 mV. This is 40 % of the stress shift, but the choice i = i₀ is only an example: at i = 10 i₀ the same formula gives 119 mV, about twice the stress shift. During lithiation it lowers the film potential, as compressive stress does, so the two can be confused unless the current is interrupted or made small.

By contrast, a pressure of 1 MPa on the lithium metal alone raises μ_metal by its molar volume, roughly 13 cm³/mol, times the pressure. That changes E by only +0.13 mV. An error in Ω passes into the result in proportion: 10 % in Ω changes the shift by about 6 mV.

Plastic flow does not by itself invalidate (5), because the derivation refers to the present stress-free state. If the flow also changes the structure of the network, dA₀/dx can change as well, which adds a contribution that is not due to stress. Equation (6) then gives the stress part of the shift, but not the whole of it. In situ measurements on amorphous silicon films have reported a coupling of roughly 100 to 120 mV per GPa, well above the 61.5 mV per GPa of (6) and above the 92.2 mV per GPa that this Ω allows even if all swelling were in the plane. The model gives the sign and the order of magnitude for real films, not the measured value.

**Variation 1: swelling that is not isotropic**

Suppose that a fraction f of the volume increase appears in the plane, shared equally by directions 1 and 2, and the rest appears along the normal. What is the shift for f = 0.60 and s = +1 GPa?

Equation (2) is replaced by

dg₁/dx = dg₂/dx = fΩ/(2V),

dg₃/dx = (1 − f)Ω/V.

The derivation of the first-order term is otherwise unchanged. Each stress is weighted by the swelling in its own direction:

Δμ = −Ω[(f/2)s + (f/2)s + (1 − f) × 0] = −fΩs,

and therefore

ΔE = fΩs/F.

Isotropic swelling has f = 2/3 and returns (6). If all the swelling were along the free normal, f would be zero and the stress would have no first-order effect. If all of it were in the plane, f would be one and the shift would equal the hydrostatic value of 92.2 mV.

For f = 0.60,

ΔE = 0.60 × 8.9 cm³/mol × 1 GPa / F = 5340 J/mol / 96485 C/mol = +55.3 mV.

This is 6.1 mV below the isotropic result. A modest departure from isotropy thus matters much more here than the second-order terms in (7). The value 0.60 is chosen to show the sensitivity and is not a measured property of the film.

**Variation 2: the film makes its own stress**

The film starts free of stress at x = 1 and takes up lithium while the substrate holds its in-plane lengths. How much lithium produces −1 GPa if the response stays elastic, and can the observed change of potential be compared directly with (6)?

Return to isotropic swelling. With the in-plane lengths fixed, adding dx changes each in-plane elastic strain by −Ω dx/(3V). The normal direction is free to expand, so σ₃ remains zero. Solving ε₁ = (1 − ν)s/Y for the stress gives s = Mε₁, where the biaxial modulus is

M = Y/(1 − ν) = 77/0.75 = 102.7 GPa.

Near the stress-free state,

ds/dx = −MΩ/(3V)

= −102.7 × 8.9/(3 × 20.9) GPa

= −14.6 GPa per unit of x.

The required increase is, in this linear estimate,

Δx = 1/14.57 = 0.069.

About seven added lithium atoms per hundred silicon atoms are enough. Continued elastic lithiation would soon exceed stresses of the order of 1 GPa, so a film that swells much further must relieve the stress, for example by plastic flow.

The potential along this path changes for two reasons. Let E₀(x) be the stress-free potential. To first order in stress, and with Ω constant,

E(x, s) = E₀(x) + 2Ωs/(3F).

Subtracting the starting value E₀(1) gives

E(1 + Δx, s) − E₀(1) = [E₀(1 + Δx) − E₀(1)] + 2Ωs/(3F).

The last term is −61.5 mV. The bracket is the change that a stress-free film would show over the same composition interval, and it must be known before the observed change can be compared with (6).

A comparison at equal composition removes the bracket. Suppose the film is held at −1 GPa on lithiation and at +1 GPa on delithiation, and is examined at the same x with no current. If the network structure is the same in both states, the potentials differ by

61.5 mV − (−61.5 mV) = 123 mV.

The second-order shift (7) is equal in the two states and drops out of this difference. The stress thus contributes a gap between the two open-circuit curves, with the delithiation curve the higher one. This contribution lasts as long as the stresses do and vanishes if they relax. A measured gap can differ from 123 mV, because differences in network structure and incomplete relaxation after the current stops can also separate the curves.

Numbers as computed

```
Li partial molar volume: 8.9 cm^3/mol
Stress magnitude: 1.0 GPa
Faraday constant: 96485.33 C/mol
Mean stress, tension: 0.6667 GPa
First-order d_mu, tension: -5.9333 kJ/mol
First-order d_E, tension: +61.495 mV
First-order d_E, compression: -61.495 mV
Same in volts, tension: +0.0615 V
Hydrostatic tension d_E: +92.24 mV
Uniaxial tension d_E: +30.75 mV
Si molar volume (rough): 12.0 cm^3/mol
Li per Si: 1.0 (dimensionless)
Film volume per mole Si: 20.9 cm^3/mol
Young modulus without Li (rough): 90.0 GPa
Young modulus slope (rough): -13.0 GPa per Li/Si
Young modulus of film: 77.0 GPa
Poisson ratio (rough): 0.25 (dimensionless)
Biaxial modulus: 102.7 GPa
In-plane elastic strain: 0.97 %
Energy model d_E, tension: +61.75 mV
Energy model d_E, compression: -61.24 mV
Second order, geometry: -0.100 mV
Second order, softening: +0.356 mV
Second order, formula total: +0.256 mV
Second order, energy model: +0.256 mV
Unequal in-plane share: 0.60 (dimensionless)
d_E with that share, tension: +55.35 mV
Change due to that share: -6.15 mV
Clamped-film stress slope: -14.57 GPa per Li/Si
Li/Si rise for -1 GPa, linear: 0.0686
Li metal molar volume (rough): 13.0 cm^3/mol
Pressure on Li metal: 1.0 MPa
Potential shift from that pressure: +0.135 mV
Temperature: 298.15 K
Thermal voltage RT/F: 25.69 mV
Overpotential at exchange current: 24.73 mV
```
